# Raman Thermometry: Detailed Balance, Frequency Prefactors and Calibration

## Temperature from the anti-Stokes to Stokes ratio

To turn a measured anti-Stokes to Stokes ratio into a chip temperature without a reference measurement at a known temperature, one must choose the power of the scattered frequency that multiplies the Boltzmann factor. The exponent is 3 if the data are photon counts and 4 if they are powers. For a 500 nm laser, a Raman shift of 500 cm⁻¹ and a temperature of 400 K, the wrong choice costs about 11 K. A second decision is whether the two lines may be given equal Raman strengths. Detailed balance settles neither question alone: it supplies the Boltzmann factor, while the prefactors come from light emission and from the electronic response.

### The emission prefactor

Let $\omega_L$ be the laser angular frequency and $\Omega>0$ the Raman shift. In Stokes scattering the material gains $\hbar\Omega$; in anti-Stokes scattering it loses $\hbar\Omega$. The scattered frequencies are

$$\omega_S=\omega_L-\Omega,\qquad \omega_{aS}=\omega_L+\Omega. \tag{1}$$

The laser is weak and the scattered modes are initially empty, so the scattering is spontaneous. Suppose first that the electrons respond through a Hermitian polarizability operator $\hat\alpha$ that acts on the vibrations and does not depend on the light frequency. The interaction energy is $-\tfrac12\hat\alpha E^2$. With $E=E_L+E_v$, the sum of laser and quantized field, the cross term occurs twice and cancels the factor one half:

$$H_{\rm int}=-\hat\alpha E_LE_v. \tag{2}$$

For $E_L=E_0\cos\omega_Lt$, the part that absorbs a laser photon has amplitude $E_0/2$. Creating one photon of frequency $\omega_s$ in a box of volume $V$ contributes the field amplitude $\sqrt{\hbar\omega_s/(2\epsilon_0V)}$. We view the induced dipole at right angles, so that one photon polarization is parallel to it and the other does not couple. For a transition from material state $i$ to $f$, the squared matrix element is

$$|M|^2=|\alpha_{fi}|^2\,\frac{E_0^2}{4}\,\frac{\hbar\omega_s}{2\epsilon_0V}. \tag{3}$$

The number of modes of one polarization per unit solid angle and photon energy is $V\omega_s^2/[(2\pi c)^3\hbar]$. Fermi's golden rule then gives the photon rate per solid angle,

$$\frac{d\dot N}{d\Theta}
=\frac{2\pi}{\hbar}|M|^2\frac{V\omega_s^2}{(2\pi c)^3\hbar}
=\frac{|\alpha_{fi}|^2E_0^2\omega_s^3}{32\pi^2\epsilon_0c^3\hbar}. \tag{4}$$

The box volume has cancelled. Since the laser intensity is $I_L=\epsilon_0cE_0^2/2$, we substitute $E_0^2=2I_L/(\epsilon_0c)$:

$$\frac{d\dot N}{d\Theta}
=\frac{I_L\,\omega_s^3\,|\alpha_{fi}|^2}{16\pi^2\epsilon_0^2c^4\hbar}. \tag{5}$$

One power of $\omega_s$ comes from the squared field of a single photon and two come from the density of modes. Each photon carries energy $\hbar\omega_s$, so the power per solid angle is

$$\frac{dP}{d\Theta}=\hbar\omega_s\frac{d\dot N}{d\Theta}
=\frac{I_L\,\omega_s^4\,|\alpha_{fi}|^2}{16\pi^2\epsilon_0^2c^4}. \tag{6}$$

This agrees with classical radiation. For a constant polarizability the dipole amplitude is $p_0=\alpha E_0$. At an angle $\vartheta$ from the dipole axis the emission carries a factor $\sin^2\vartheta$, whose integral over solid angle is $8\pi/3$. Equation (4), multiplied by $\hbar\omega_s$ and by this integral, gives the total power $\omega_s^4p_0^2/(12\pi\epsilon_0c^3)$, the classical dipole result.

An explicit sum over box modes gives exponents 2.997 for counts and 3.995 for power, and a power 1.0015 times the classical one. The sum replaces the energy delta function by a Gaussian of width $s$. To leading order this raises the average of $\omega^m$ by the fraction $m(m-1)s^2/(2\omega^2)$. The increase is larger at low frequency, which lowers the fitted exponent slightly.

### The thermal factor

Let the material be in equilibrium at temperature $T$, with $p_i\propto e^{-E_i/kT}$. All transitions with energy gain $\hbar\Omega$ are collected in

$$S(\Omega)=\sum_{i,f}p_i|\alpha_{fi}|^2\,
\delta\!\left(\Omega-\frac{E_f-E_i}{\hbar}\right). \tag{7}$$

Positive argument means Stokes scattering. To obtain the anti-Stokes strength, replace $\Omega$ by $-\Omega$ and exchange the summation labels:

$$S(-\Omega)=\sum_{i,f}p_f|\alpha_{if}|^2\,
\delta\!\left(-\Omega-\frac{E_i-E_f}{\hbar}\right). \tag{8}$$

The delta function is even, so it is the same one as in (7). Hermiticity gives $|\alpha_{if}|^2=|\alpha_{fi}|^2$. Where the delta function is nonzero, $E_f-E_i=\hbar\Omega$, and therefore $p_f=p_ie^{-\hbar\Omega/kT}$. Hence

$$S(-\Omega)=e^{-\hbar\Omega/kT}S(\Omega). \tag{9}$$

Harmonic vibrations were not assumed. For a quartic oscillator with $kT=1$ in model units, the spectrum was computed from the time correlation function of $\hat\alpha$. The transition with gap 1.1208 has the ratio 0.326021, and the next one, with gap 1.2205, has 0.295070. Each agrees with the Boltzmann factor of its own gap to the digits shown. In an anharmonic material the shift in (9) is thus that of the line being measured.

For a harmonic mode with $\hat\alpha$ linear in the displacement, the Stokes strength is proportional to $\sum_vp_v(v+1)=n+1$ and the anti-Stokes strength to $\sum_vp_vv=n$. With $n=1/(e^{\hbar\Omega/kT}-1)$,

$$\frac{n}{n+1}=\frac{1}{e^{\hbar\Omega/kT}}=e^{-\hbar\Omega/kT}. \tag{10}$$

If this mode is out of equilibrium with the rest of the chip but its own levels still follow a Boltzmann distribution, $n/(n+1)$ gives the temperature of the mode. If they do not, it gives only the mean occupation $n$.

### The measured ratio and its inversion

Define

$$\theta=\frac{\hbar\Omega}{k},\qquad
L=\ln\frac{\omega_{aS}}{\omega_S}. \tag{11}$$

Combining (5), (6) and (9), and allowing for two corrections, we have

$$r_m=C\,D\left(\frac{\omega_{aS}}{\omega_S}\right)^m e^{-\theta/T},
\qquad
m=\begin{cases}3&\text{photon counts}\\4&\text{power.}\end{cases} \tag{12}$$

Here $C$ is the anti-Stokes to Stokes ratio of throughputs, including absorption and refractive-index effects in the sample, optics and detector response. $D$ is the ratio of squared Raman amplitudes after the thermal factor has been removed. It equals one for the frequency-independent $\hat\alpha$ used so far.

For $C=D=1$, the logarithm of (12) is $\ln r_m=mL-\theta/T$, so

$$T=\frac{\theta}{mL-\ln r_m}. \tag{13}$$

As $T\to0$ the ratio vanishes. As $T\to\infty$ it tends to $e^{mL}$, which is greater than one. It reaches one at $T=\theta/(mL)$, which for a 500 nm laser and a shift of 500 cm⁻¹ is about 4800 K for counts and 3600 K for power. With this laser and $C=D=1$, a ratio above one in a chip therefore cannot be explained by temperature alone. The crossing temperature is lower for a laser of lower frequency.

The intensities in (12) are integrated over each line, which is taken to be narrow enough for both the prefactor and the Boltzmann factor to be nearly constant across it. The second condition is the stricter: per unit shift the logarithm of the Boltzmann factor changes by $\hbar/kT$ and that of the prefactor by about $2m/\omega_L$, twelve times less for counts at 400 K with this laser. A Gaussian Stokes line centred at 500 cm⁻¹ with a full width of 100 cm⁻¹ gives an apparent temperature about 2 K too high; at 30 cm⁻¹ the error is 0.2 K. Peak heights per unit wavelength need another correction. From $\omega=2\pi c/\lambda$ follows $|d\omega/d\lambda|=\omega^2/(2\pi c)$, so a density per wavelength carries two extra powers of frequency. Integration over the line removes this dependence on the plotting variable. What matters for $m$ is the final data scale: a photon detector whose output has been calibrated in watts supplies power data.

**A 400 K example.** Take a laser at 20000 cm⁻¹ (500 nm) and a shift of 500 cm⁻¹. The lines lie at 19500 and 20500 cm⁻¹, and $\theta=719.39$ K. The Boltzmann factor is $e^{-719.39/400}=e^{-1.7985}=0.16555$. With $C=D=1$,

$$r_3=1.16187\times0.16555=0.19235,\qquad
r_4=1.22145\times0.16555=0.20221. \tag{14}$$

The count ratio rises from 0.106 at 300 K to 0.276 at 500 K. The whole increase comes from the Boltzmann factor, because the prefactor does not depend on temperature.

### What a wrong exponent does

Suppose that count data are inverted with $m=4$. Inserting $\ln r_3=3L-\theta/T$ into (13) gives

$$\frac1{T'}=\frac{4L-(3L-\theta/T)}{\theta}
=\frac1T+\frac L\theta. \tag{15}$$

The inferred temperature is too low. Inverting power data with $m=3$ reverses the sign of the last term and gives too high a temperature. In the example $L=0.050010$, and

$$\frac1{T'}=\frac1{400\ {\rm K}}\pm\frac{0.050010}{719.39\ {\rm K}}, \tag{16}$$

so $T'=389.2$ K for counts treated as power and 411.4 K for power treated as counts. Leaving out the prefactor altogether gives 436.4 K from counts and 450.1 K from power.

For a small shift, set $y=\Omega/\omega_L$. Then

$$L=\ln(1+y)-\ln(1-y)=2y+\frac{2y^3}{3}+\cdots,
\qquad \frac L\theta\simeq\frac{2k}{\hbar\omega_L}. \tag{17}$$

The Raman shift has cancelled: a larger shift makes the prefactor differ more from one, but it also makes the ratio more sensitive to temperature. Since a small change obeys $\delta T=-T^2\delta(1/T)$, the size of the error is

$$|\delta T|\simeq\frac{2kT^2}{\hbar\omega_L}. \tag{18}$$

This is 11.1 K here, between the two actual errors of 10.8 and 11.4 K. By the $T^2$ scaling it is about 6 K at 300 K and 17 K at 500 K for the same laser.

### Why equal Raman strengths are a separate assumption

A real electronic response depends on frequency. Let $d$ be the dipole component along the common polarization of the incident and scattered light, with real matrix elements (no magnetic field) and no damping. Second-order perturbation theory gives, up to a common factor,

$$A_{fi}(\omega_L\to\omega_s)=\sum_n d_{fn}d_{ni}
\left[\frac1{E_n-E_i-\hbar\omega_L}
+\frac1{E_n-E_i+\hbar\omega_s}\right]. \tag{19}$$

The two terms describe absorption before emission and emission before absorption. Energy conservation reads $E_i+\hbar\omega_L=E_f+\hbar\omega_s$. The denominators can therefore also be written $E_n-E_f-\hbar\omega_s$ and $E_n-E_f+\hbar\omega_L$. These are the denominators of the reverse process, from $f$ to $i$ with $\omega_s$ incident and $\omega_L$ emitted, so

$$A_{fi}(\omega_L\to\omega_s)=A_{if}(\omega_s\to\omega_L). \tag{20}$$

The reverse of Stokes scattering thus needs a laser at $\omega_L-\Omega$. An experiment that records both lines with one laser compares two processes that are not reverses of each other, and (20) does not make their strengths equal.

A simple model gives the size of the difference. Let one electronic transition have energy $\hbar\omega_e$, with the laser and both scattered frequencies below it, and let $d$ be independent of the vibration. In the excited electronic state the vibrational Hamiltonian is

$$H_e=\hbar\omega_e+\hbar\Omega b^\dagger b+\lambda(b+b^\dagger), \tag{21}$$

whereas in the ground state it is $\hbar\Omega b^\dagger b$. The sum over $n$ in (19) becomes a matrix element of $(H_e-z)^{-1}$, with $z=E_i+\hbar\omega_L$ for the first term and $z=E_i-\hbar\omega_s$ for the second. To first order in $\lambda$,

$$\langle f|(H_e-z)^{-1}|i\rangle=
-\frac{\lambda\langle f|b+b^\dagger|i\rangle}
{(\hbar\omega_e+E_f-z)(\hbar\omega_e+E_i-z)}. \tag{22}$$

For the first $z$, energy conservation turns the two brackets into $\hbar(\omega_e-\omega_s)$ and $\hbar(\omega_e-\omega_L)$. For the second they are $\hbar(\omega_e+\omega_L)$ and $\hbar(\omega_e+\omega_s)$. Adding the two terms over a common denominator gives the numerator

$$(\omega_e+\omega_L)(\omega_e+\omega_s)
+(\omega_e-\omega_L)(\omega_e-\omega_s)
=2(\omega_e^2+\omega_L\omega_s), \tag{23}$$

because the terms linear in $\omega_e$ cancel. Therefore

$$A(\omega_s)\propto
\frac{\omega_e^2+\omega_L\omega_s}
{(\omega_e^2-\omega_L^2)(\omega_e^2-\omega_s^2)}. \tag{24}$$

The vibrational matrix element is the same for $v\to v+1$ and $v+1\to v$, and the factor with $\omega_L$ alone is common to both lines. What remains is

$$D=\left[
\frac{\omega_e^2+\omega_L\omega_{aS}}{\omega_e^2+\omega_L\omega_S}\;
\frac{\omega_e^2-\omega_S^2}{\omega_e^2-\omega_{aS}^2}
\right]^2. \tag{25}$$

If $D$ is ignored, (12) and (13) give $1/T'=1/T-\ln D/\theta$. For a transition at 60000 cm⁻¹, three times the laser energy, the two fractions are 1.0050 and 1.0126. Their squared product is $D=1.036$, and the apparent temperature is 408 K instead of 400 K. For a transition at 25000 cm⁻¹, $D=1.486$ and the apparent temperature is 513 K. Numerical inversion of the full vibronic matrices, with a coupling of 20 cm⁻¹, tests (25) in both cases.

The first error is notable because the laser is far from resonance. For $\omega_e\gg\omega_L\gg\Omega$, the logarithms of the two fractions in (25) are approximately $2\omega_L\Omega/\omega_e^2$ and $4\omega_L\Omega/\omega_e^2$. The outer square doubles their sum:

$$\ln D\simeq\frac{12\,\omega_L\Omega}{\omega_e^2},
\qquad
\frac{\ln D}{L}\simeq\frac{6\,\omega_L^2}{\omega_e^2}. \tag{26}$$

At $\omega_e=3\omega_L$ this estimate makes the dispersion correction two thirds as large as one whole power of frequency. In this model, choosing $m$ correctly is then not enough for an accuracy of a few kelvin at 400 K. The coefficient 12 belongs to a dipole $d$ that is independent of the vibration. If the scattering comes instead from a $d$ linear in the displacement, with $\lambda=0$, the amplitude is proportional to $1/(\omega_e^2-\omega_L^2)+1/(\omega_e^2-\omega_s^2)$, the coefficient is 4, and the apparent temperature at 60000 cm⁻¹ is about 403 K. As $\omega_{aS}$ approaches $\omega_e$, (25) diverges. Close to resonance it cannot be used: damping and higher orders in $\lambda$ must be kept. Well away from resonance, (25) also applies to a transition below the laser, and the error then changes sign. At 15000 cm⁻¹ it gives $D=0.674$ and an apparent temperature of 328 K. A semiconductor has many transitions, so this model illustrates how large the effect can be and supplies neither the value of $D$ nor the sign of the error for a given chip.

### Calibration at a known temperature

If $C$, $D$ and $\Omega$ do not change with temperature, a measurement $r_0$ at a known $T_0$ removes the prefactors. Dividing (12) by its value at $T_0$ gives $r/r_0=e^{-\theta/T+\theta/T_0}$, and hence

$$\frac1T=\frac1{T_0}-\frac1\theta\ln\frac r{r_0}. \tag{27}$$

The exponent $m$ has disappeared, provided that both measurements use the same data scale.

Take the transition at 25000 cm⁻¹ and a throughput ratio $C=0.8$. The count ratio is 0.12554 at 300 K and 0.22863 at the unknown temperature. Direct use of (13) gives 442.5 K; the low throughput has partly offset the large $D$. Equation (27) gives

$$\frac1T=\frac1{300\ {\rm K}}
-\frac{\ln(0.22863/0.12554)}{719.39\ {\rm K}}
=\frac1{400.0\ {\rm K}}. \tag{28}$$

An error in the reference temperature is carried over as $\delta T=(T/T_0)^2\delta T_0$, so 1 K at 300 K becomes 1.8 K at 400 K. Calibration also fails to the extent that heating moves an electronic transition and changes $D$, or alters the absorption contained in $C$. The smaller the detuning, the more strongly (25) responds to such a movement. Heating usually lowers $\Omega$ as well. If the reference value $\theta_0$ is kept while the line has moved to $\theta$, (27) returns about $T\theta_0/\theta$, so a softening of 0.4% adds about 1.6 K at 400 K. Using the measured shift of each spectrum, $\theta/T=\theta_0/T_0-\ln(r/r_0)$, removes the leading part of this error.

### Counting noise and temperature gradients

Differentiating $\ln r=\text{constant}-\theta/T$ gives $\delta T=(T^2/\theta)\,\delta\ln r$. At 400 K a 1% error in the ratio therefore means 2.2 K. For independent Poisson counts without background, the variance of $\ln N$ is approximately $1/N$ when $N$ is large, so

$$\sigma_T=\frac{T^2}{\theta}
\sqrt{\frac1{N_S}+\frac1{N_{aS}}}. \tag{29}$$

With mean counts of 100000 and 19235, this gives 1.75 K, and a Poisson simulation agrees. The weaker anti-Stokes line contributes most of the variance. Longer counting reduces this uncertainty but leaves the 11 K error of a wrong exponent unchanged.

If the laser spot covers regions $j$ at different temperatures, each contributes $N_{aS,j}=r_jN_{S,j}$. The measured ratio is then

$$r=\frac{\sum_jr_jN_{S,j}}{\sum_jN_{S,j}}, \tag{30}$$

an average of local ratios weighted by Stokes counts. The result of (13) or (27) is therefore an effective temperature of the illuminated region, including any heating by the laser, and in general differs from both its peak and its mean. Hot regions are weighted more, because their Stokes counts grow as $n+1$, and $r_j$ is not linear in temperature. Near $T=\theta/2$, where $e^{-\theta/T}$ has its inflection, the first effect is the larger. For equal, equally lit volumes at 300 K and 500 K in the example, the Stokes-weighted mean is 408.8 K and the inferred temperature is 406.6 K.

## Numbers as computed

```
Mode sum, count exponent: 2.997
Mode sum, power exponent: 3.995
Quantum/classical dipole power: 1.0015
Quartic oscillator, kT = 1 (model units):
  levels 0-1: gap 1.1208, ratio 0.326021, Boltzmann 0.326021
  levels 1-2: gap 1.2205, ratio 0.295070, Boltzmann 0.295070
  levels 0-2: gap 2.3413, ratio 0.096199, Boltzmann 0.096199
Laser: 20000 1/cm = 500 nm
Raman shift: 500 1/cm
Stokes, anti-Stokes: 19500, 20500 1/cm
Temperature T: 400 K
theta = hbar W/k: 719.39 K
theta/T: 1.7985
Boltzmann factor: 0.16555
Log frequency ratio L: 0.050010
Count prefactor (m=3): 1.16187
Power prefactor (m=4): 1.22145
Count ratio: 0.19235
Power ratio: 0.20221
T from counts, m=3: 400.00 K
T from power, m=4: 400.00 K
T from counts, wrong m=4: 389.18 K
T from power, wrong m=3: 411.44 K
T from counts, no prefactor: 436.41 K
T from power, no prefactor: 450.06 K
Small-shift error 2kT^2/(hbar w_L): 11.12 K
At 300 K: count ratio 0.10562, power ratio 0.11103
At 500 K: count ratio 0.27562, power ratio 0.28975
Vibronic model, phonon coupling 20 1/cm:
  transition 60000 1/cm: D 1.0356, apparent T 407.9 K
  transition 25000 1/cm: D 1.4858, apparent T 512.9 K
Reference test: transition 25000 1/cm, C = 0.8
  reference temperature: 300 K
  count ratio at reference: 0.12554
  count ratio at T: 0.22863
  T without reference: 442.5 K
  T with reference: 400.00 K
Mean Stokes counts: 100000
Mean anti-Stokes counts: 19235
sigma_T, formula: 1.751 K
sigma_T, simulated: 1.747 K
```
